# Where in energy electrons tunnel through a Schottky barrier

Electrons that tunnel from an n-type semiconductor into a metal need not start at the Fermi level. For a parabolic depletion barrier, with transmission taken from the WKB exponent and a dilute (Boltzmann) electron gas, the current per unit energy is largest at

$$E_m=\frac{E_b}{\cosh^2(E_{00}/kT)},\qquad E_{00}=\frac{\hbar}{2}\sqrt{\frac{q^2N}{m\varepsilon}} .$$

Here $E$ is the energy of motion normal to the contact, measured from the conduction-band edge in the bulk. $E_b$ is the band bending, $N$ the donor density, $m$ the effective mass along the normal, $\varepsilon$ the permittivity and $q$ the elementary charge. In the silicon contact treated below, $E_m$ lies 0.23 eV, or nine times $kT$, above the Fermi level, and 0.32 eV below the top of the barrier.

## The belief and its appeal

The belief is that tunnelling current is carried by electrons at the Fermi level, while hotter electrons belong to a separate process, emission over the barrier. It has a sound origin. In a cold metal the states above the Fermi level are empty, and those far below it face a thicker and higher barrier. The Fermi level is then the natural compromise.

The argument fails when the emitter is warm or dilute. Occupation falls by a factor $e$ for each $kT$ of energy, but transmission may rise faster than that. An electron part of the way up the barrier can then contribute more current than one at the bottom, although there are fewer such electrons. In a nondegenerate semiconductor the belief fails even sooner: the Fermi level lies in the gap, where the ideal bulk crystal has no states from which to emit.

## Supply of electrons

Consider the one-way current from semiconductor to metal. Assume an emitter in equilibrium, one parabolic band with a principal axis along the normal, and conserved transverse momentum. The transmission $T(E)$ then depends on the normal energy alone. Let $v_x$ be the normal velocity and $f$ the Fermi function. Counting both spins,

$$J=q\int\frac{2\,d^3k}{(2\pi)^3}\,v_x f\,T(E).$$

Since $v_x\,dk_x=dE/\hbar$, the velocity cancels the one-dimensional density of states. The transverse integral has a constant density of states, so its energy dependence is

$$\int_0^\infty\frac{dE_t}{1+e^{(E+E_t-\mu)/kT}}=kT\,F(E),\qquad F(E)=\ln\!\left[1+e^{(\mu-E)/kT}\right],$$

where $\mu$ is the semiconductor Fermi level, measured from the same zero as $E$. The spectrum in normal energy is therefore proportional to $T(E)F(E)$. At a maximum inside the energy range,

$$c(E)\equiv\frac{d\ln T}{dE}=-\frac{d\ln F}{dE}.$$

Transmission rises faster than the supply falls at energies below the maximum. At the maximum the two rates are equal. Where $E$ lies several $kT$ above $\mu$, $F\approx e^{(\mu-E)/kT}$, and the condition becomes $c(E)=1/kT$.

This condition gives a maximum only if $c$ decreases with energy. If $c$ were constant, $\ln T-E/kT$ would be a straight line and its largest value would lie at an end of the range. The shape of the barrier therefore matters.

## Transmission of the depletion barrier

Uniform, fully ionised donors give a constant curvature of the electron's potential energy, $U''=q^2N/\varepsilon$. With the metal at $x=0$ and the depletion edge at $x=W$,

$$U(x)=E_b\left(1-\frac{x}{W}\right)^2,\qquad \frac{2E_b}{W^2}=\frac{q^2N}{\varepsilon}.$$

The WKB transmission, without a prefactor, is $T=e^{-S}$ with

$$S=\frac{2}{\hbar}\int\sqrt{2m(U-E)}\,dx$$

over the forbidden region. Put $u=1-x/W$ and $e=E/E_b$. Then $dx=-W\,du$, and $u$ runs from 1 at the metal to $\sqrt e$ at the turning point. Reversing the limits absorbs the minus sign:

$$S=\frac{2W\sqrt{2mE_b}}{\hbar}\int_{\sqrt e}^{1}\sqrt{u^2-e}\,du .$$

Inserting $W=\sqrt{2\varepsilon E_b/(q^2N)}$ turns the prefactor into $(4E_b/\hbar)\sqrt{m\varepsilon/(q^2N)}=2E_b/E_{00}$. The integral is

$$\tfrac12\Big[u\sqrt{u^2-e}-e\,\mathrm{arccosh}(u/\sqrt e)\Big]_{\sqrt e}^{1},$$

and its lower limit contributes zero. Hence

$$S=\frac{E_b}{E_{00}}\left[\sqrt{1-e}-e\,\mathrm{arccosh}\frac1{\sqrt e}\right].$$

For the slope it is easier to differentiate the integral. The moving limit adds nothing, because the integrand vanishes there:

$$\frac{dS}{de}=-\frac{E_b}{E_{00}}\int_{\sqrt e}^{1}\frac{du}{\sqrt{u^2-e}}=-\frac{E_b}{E_{00}}\,\mathrm{arccosh}\frac1{\sqrt e}.$$

Since $c=-dS/dE$ and $dE=E_b\,de$,

$$c(E)=\frac{1}{E_{00}}\,\mathrm{arccosh}\sqrt{\frac{E_b}{E}} .$$

This slope falls steadily from infinity at the band edge to zero at the barrier top, so there is one crossing with $1/kT$. Writing $z=E_{00}/kT$, the crossing obeys $\sqrt{E_b/E_m}=\cosh z$, which is the result stated at the start.

## Width and height of the maximum

Let $y=\sqrt{E_b/E}$, so that $dy/dE=-y/(2E)$. Then

$$\frac{dc}{dE}=-\frac{1}{2E_{00}E}\frac{y}{\sqrt{y^2-1}}=-\frac{1}{2E_{00}E\sqrt{1-E/E_b}} .$$

At $E_m$ the square root is $\sqrt{1-1/\cosh^2z}=\tanh z$. Near its maximum the spectrum resembles a Gaussian whose variance is the negative reciprocal of this curvature:

$$\sigma^2=2E_{00}E_m\tanh z .$$

The exponent at the maximum has two parts,

$$S(E_m)=\frac{E_b}{E_{00}}\left(\tanh z-\frac{z}{\cosh^2z}\right),\qquad \frac{E_m}{kT}=\frac{E_b}{E_{00}}\frac{z}{\cosh^2z}.$$

The second terms cancel in the sum, leaving

$$S(E_m)+\frac{E_m}{kT}=\frac{E_b}{E_0},\qquad E_0=E_{00}\coth z .$$

The integral of $Te^{-E/kT}$ is then approximately $\sqrt{2\pi}\,\sigma e^{-E_b/E_0}$, provided that $E_m$ and $E_b-E_m$ are both well above $\sigma$, so that neither the band edge nor the barrier top cuts into the Gaussian.

## A silicide contact on silicon

Take (100) silicon at 300 K with $N=5\times10^{18}$ cm$^{-3}$, a barrier height of 0.65 eV and a forward bias of 0.10 V. Four of the six conduction valleys have the light normal mass, 0.19 electron masses, and these are used first. If every donor in the bulk is ionised and the band is unperturbed, the carrier density places the Fermi level at $\mu=-0.0423$ eV, below the band edge. At this doping, close to the metal–insulator transition, part of the bulk donors stay neutral and their states form an impurity band; incomplete ionisation would lower $\mu$ by roughly 5 to 20 meV and move the peak by less than 10 meV. The band bending is the barrier height plus $\mu$ minus the bias energy:

$$E_b=0.6500-0.0423-0.1000=0.5077\ \text{eV}.$$

With $E_{00}=27.84$ meV and $kT=25.85$ meV, $z=1.077$ and $\cosh^2z=2.684$. Thus

$$E_m=\frac{0.5077}{2.684}=0.189\ \text{eV},\qquad E_m-\mu=0.231\ \text{eV}.$$

From $\tanh z=E_{00}/E_0=27.84/35.15=0.792$, the width is

$$\sigma=\sqrt{2(0.0278)(0.189)(0.792)}=0.091\ \text{eV}.$$

At the peak the barrier costs 7.1 in the exponent and the thermal population costs 7.3, a total of 14.4. The two costs are nearly equal here, but that is not a general rule: the formulas above make their ratio depend on $z$.

Integrating the WKB spectrum shows where the current lies. The middle 80% comes from normal energies between 0.10 and 0.32 eV. The first $kT$ above the band edge, the part of the band nearest to the Fermi level, supplies 0.7%. Energies above the barrier top supply 0.06%. The current is nevertheless about 1550 times the purely thermionic current over the same barrier. It is a tunnelling current, carried by hot electrons.

The Gaussian estimate exceeds the full integral by 3%. With $E_b$ made ten times larger at fixed $E_{00}$ and temperature, the excess is 0.25%. At the larger $E_b$ the band edge no longer cuts into the peak, and what remains comes from its departure from a Gaussian shape. That part falls roughly as $(\sigma/E_m)^2\propto1/E_b$, since $E_m$ grows in proportion to $E_b$ and $\sigma$ only as its square root.

The metal also sends electrons back. With Boltzmann supplies on both sides, the return flux is the forward flux times $e^{-qV/kT}$ at every energy, where $V$ is the forward bias. Here the factor is 0.021. It lowers the net current by 2% and leaves the maximum where it was.

## From thermionic emission to the Fermi level

For $z\ll1$, $\cosh^2z\approx1+z^2$ and $E_m\approx E_b(1-z^2)$. The peak approaches the barrier top. For the bare parabolic barrier, thermionic emission dominates only once the depth of the peak, $E_bz^2$, is far below $kT$. At $10^{17}$ cm$^{-3}$, with temperature, bias and barrier height unchanged, the peak is 9 meV below the top, about a third of $kT$, yet more than half of the current in the WKB spectrum still passes below the top. The image force, which lowers and rounds the top, reduces this share to about 40%, so a real contact at this doping is already mainly thermionic.

For $z\gg1$, $\cosh^2z\approx e^{2z}/4$ and the formula gives $E_m\approx4E_be^{-2z}$, close to the band edge. Heavy doping makes $z$ large, but it also makes the electron gas degenerate, so the Boltzmann supply must be abandoned. At $10^{20}$ cm$^{-3}$ the formula gives 0.0002 eV, whereas the WKB spectrum with Fermi statistics peaks at 0.025 eV. So close to the band edge, at energies well below $E_{00}$, the WKB transmission is itself only a rough guide.

The full supply function also yields a criterion for the Fermi level itself. Because $dF/dE=-f/kT$, the supply falls at the rate $f/(kTF)$. Put $s=e^{(\mu-E)/kT}$, so that $f/F=s/[(1+s)\ln(1+s)]$. Then

$$\frac{d}{ds}\ln\frac fF=\frac{1}{1+s}\left[\frac1s-\frac1{\ln(1+s)}\right]<0,$$

because $\ln(1+s)<s$. As $E$ rises, $s$ falls, so the rate of fall of the supply increases while $c$ decreases. The maximum is again unique. It lies above $\mu$ if $c$ is still the larger rate at $E=\mu$, where $f=1/2$ and $F=\ln2$:

$$kT\,c(\mu)>\frac{1}{2\ln2}\approx0.72\qquad(0<\mu<E_b).$$

At $10^{20}$ cm$^{-3}$ and 300 K, $\mu=0.065$ eV and the left side is 0.37. The normal-energy peak of the WKB spectrum accordingly lies 40 meV below the Fermi level. With $\mu$, $E_b$ and $E_{00}$ held fixed, it would cross $\mu$ at about 580 K.

## Normal energy and total energy

The Fermi level is a statement about total energy, whereas the barrier responds to normal energy. The difference matters when a peak is compared with $\mu$. At fixed total energy $\mathcal E$, the normal energy can take any value from 0 to $\mathcal E$, with constant weight because the transverse density of states is constant. The total-energy spectrum is therefore proportional to

$$f(\mathcal E)\,I(\mathcal E),\qquad I(\mathcal E)=\int_0^{\mathcal E}T(E)\,dE .$$

Using $d\ln f/d\mathcal E=-(1-f)/kT$, the maximum satisfies $T/I=(1-f)/kT$. The right side rises with energy. The left side falls: its derivative is $(T/I)(c-T/I)$, and since $c$ decreases with energy,

$$T(\mathcal E)=T(0)+\int_0^{\mathcal E}cT\,dE>c(\mathcal E)\,I(\mathcal E).$$

So this maximum is unique too. It lies above $\mu$ when $kT\,T(\mu)>\tfrac12I(\mu)$, again for $0<\mu<E_b$.

This shows what is right in the original belief. Suppose $T$ rises as $e^{cE}$ with nearly constant $c$ near the Fermi level, and that much lower energies contribute little to $I$. Then $T/I\approx c$, the condition gives $f=1-ckT$, and for $ckT<1$ the peak is at

$$\mathcal E=\mu+kT\ln\frac{ckT}{1-ckT}.$$

As $kT\to0$ this tends to $\mu$. A cold degenerate emitter does emit at the Fermi level, in total energy. At $10^{20}$ cm$^{-3}$ and 300 K the total-energy peak is 9 meV above $\mu$, a third of $kT$, so the belief serves well there. The formula for constant $c$ does not apply to this case: with $ckT=0.37$ it would put the peak below $\mu$. Here $c$ varies and the nearby band edge cuts off the integral $I$, so $T/I$ is well above $c$. At $2\times10^{19}$ cm$^{-3}$ the WKB spectrum already puts the peak 74 meV above $\mu$, nearly three times $kT$.

In the Boltzmann limit, transverse energy is distributed as $e^{-E_t/kT}$ independently of $E$, and its mean is $kT$. In the example the mean normal energy is 0.205 eV and the mean total energy 0.231 eV. Using total energy therefore moves the emission further from the Fermi level: its peak is at 0.214 eV above the band edge.

## How far a real contact departs from the model

The barrier height is a rough value typical of nickel silicide on n-type silicon. The doping is well below the $10^{20}$ cm$^{-3}$ or so of transistor source and drain contacts, for which the degenerate case is the closer guide. For the example itself, the simplifications can be sized one at a time:

- The image force lowers the barrier top by 0.10 eV and multiplies the maximum of the spectrum by 2.6, yet the peak moves only to 0.193 eV. It raises the thermionic current far more, by a factor of about 50, so the ratio of 1550 found above falls to roughly 80.
- Two-band dispersion in the gap replaces $U-E$ under the square root by $(U-E)[1-(U-E)/E_g]$. With the indirect gap, $E_g=1.12$ eV, this moves the peak to 0.139 eV, the largest shift found. That overstates the effect: at fixed transverse momentum the light valleys face a gap of several electronvolts, so the true shift is smaller.
- Image force and this exaggerated two-band dispersion together put the peak at 0.148 eV, still 7.4 $kT$ above the Fermi level, and multiply the maximum by 4.3.
- A numerical solution of the Schrödinger equation for the parabolic barrier, with the same mass in the metal and the metal's band bottom 5 eV below the semiconductor band edge, gives 0.173 eV.
- Mobile electrons at the depletion edge, included through Poisson's equation, move the WKB peak to 0.205 eV.
- The two valleys with heavy normal mass carry 0.4% of the current and leave the peak at 0.189 eV.

None of the shifts listed exceeds about 50 meV, roughly half the width $\sigma$ of the maximum, but the current may change by a factor of several. The least secure assumption is uniform doping. The mean donor spacing is 5.8 nm and the depletion layer is 11.5 nm wide, only about two spacings. An electron at the peak energy tunnels through just the last 4.5 nm, less than one spacing. The barrier must vary from place to place, and the effect of that variation on the spectrum, which is not calculated here, may exceed the shifts listed. The numerical output below gives the remaining values.

## Table of computed values

```
Inputs: barrier 0.65 eV, bias 0.10 V, T 300 K
Doping 5.0e+18 cm^-3, relative permittivity 11.7, gap 1.12 eV
Normal mass: light 0.19, heavy 0.916 electron masses
kT = 25.85 meV; band density of states = 2.74e+19 cm^-3
Fermi level from band edge mu = -42.3 meV
Band bending Eb = 0.5077 eV; width W = 11.46 nm
Largest field = 0.886 MV/cm
E00 = 27.84 meV; E00/kT = 1.0771; cosh^2 = 2.6842
Peak Em = 0.1891 eV above band edge = 0.373 Eb
Peak above Fermi level = 0.2314 eV = 8.95 kT
Peak below barrier top = 0.3186 eV
Gaussian width sigma = 0.0913 eV; E0 = 35.15 meV
At peak: -ln T = 7.126, Em/kT = 7.317, sum = 14.443
Gaussian/full integral: 1.0299; with 10 Eb: 1.0025
Energies at 10, 50, 90 % of current: 0.096, 0.200, 0.321 eV
Current share from first kT above band edge = 0.671 %
Current share above barrier top = 0.064 %
Full current / thermionic current = 1552.6
Mean normal, total energy = 0.2050, 0.2309 eV
Total-energy peak = 0.2144 eV above band edge
Table, Fermi statistics, energies in eV from band edge:
N(cm^-3) T(K) E00/kT mu Eb Boltzmann-peak normal-peak total-peak
1e+17 300 0.152 -0.1451 0.4049 0.3957 0.3957 0.4092
1e+18 300 0.482 -0.0852 0.4648 0.3717 0.3717 0.3943
5e+18 300 1.077 -0.0423 0.5077 0.1891 0.1892 0.2144
5e+18 400 0.808 -0.0720 0.4780 0.2644 0.2645 0.2966
2e+19 300 2.154 -0.0015 0.5485 0.0287 0.0408 0.0724
1e+20 300 4.817 0.0653 0.6153 0.0002 0.0252 0.0744
1e20 cm^-3: kT*slope at mu = 0.371, threshold 0.7213
Normal peak crosses mu at 583 K (mu, Eb, E00 held)
Total peak crosses mu at 234 K (mu, Eb, E00 held)
Neglected effects, example contact (peak from band edge):
Fermi statistics: shift 0.01 meV
Numerical transmission (metal bottom -5.0 eV): 0.173 eV
Image force: top lowered 0.103 eV, peak 0.193 eV
  spectrum maximum multiplied by 2.62
Two-band dispersion: peak 0.139 eV, maximum multiplied by 2.10
Image force and two bands: peak 0.148 eV, maximum multiplied by 4.29
  that peak above Fermi level: 7.37 kT
Carrier tail at depletion edge: peak 0.205 eV
Heavy valleys: 0.39 % of current, joint peak 0.189 eV
Return flux / forward flux = 0.0209
Mean dopant spacing = 5.85 nm against W = 11.46 nm
```
